# Hydrogen s States in B-Splines: Banded Galerkin Scheme and Eigenvalue Convergence: verification in Python

```python
"""Hydrogen s states by Galerkin's method in B-splines of order k (degree k-1).

Result under test: with uniform knot spacing h and k Gauss-Legendre points per
interval, the eigenvalue error falls as h^(2k-2), with leading estimate
  (1/2) |Bernoulli(2k-2)|/(2k-2)! h^(2k-2) integral (d^k P/dr^k)^2 dr.
P: normalized reduced radial function; R: box radius; S: overlap matrix;
T: kinetic matrix; C: matrix of 1/r; H = T - C. Hartree atomic units.
Symmetric band storage: band[d, i] = matrix[i+d, i].
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve_banded


def radial_grid(h, R, points):
    x, w = np.polynomial.legendre.leggauss(points)
    left = h * np.arange(round(R / h))[:, None]
    return left + h * (x + 1) / 2, h * w / 2


def knot_vector(order, h, R):
    breaks = h * np.arange(round(R / h) + 1)
    return np.concatenate([np.zeros(order - 1), breaks, np.full(order - 1, R)])


def local_splines(order, h, R, r):
    """The `order` nonzero splines and their slopes at r[cell, point]."""
    t = knot_vector(order, h, R)
    mu = np.arange(r.shape[0]) + order - 1
    values = [np.ones_like(r)]
    for degree in range(1, order):
        raised = [np.zeros_like(r) for _ in range(degree + 1)]
        slopes = [np.zeros_like(r) for _ in range(degree + 1)]
        for s in range(degree):
            right = t[mu + 1 + s][:, None]
            left = t[mu + 1 + s - degree][:, None]
            term = values[s] / (right - left)
            raised[s] += (right - r) * term
            raised[s + 1] += (r - left) * term
            slopes[s] -= degree * term
            slopes[s + 1] += degree * term
        values = raised
    return np.array(values), np.array(slopes)


def assemble(order, h, R, points):
    """Bands of S, T, C after removal of the first and last spline."""
    r, w = radial_grid(h, R, points)
    B, dB = local_splines(order, h, R, r)
    cells = r.shape[0]
    bands = np.zeros((3, order, cells + order - 1))
    for s in range(order):
        for d in range(order - s):
            product = B[s] * B[s + d]
            bands[0, d, s:s + cells] += product @ w
            bands[1, d, s:s + cells] += 0.5 * (dB[s] * dB[s + d]) @ w
            bands[2, d, s:s + cells] += (product / r) @ w
    inner = bands[:, :, 1:-1].copy()
    n = inner.shape[2]
    for d in range(1, order):
        inner[:, d, n - d:] = 0
    return inner


def band_times(band, c):
    out = band[0] * c
    for d in range(1, band.shape[0]):
        out[d:] += band[d, :-d] * c[:-d]
        out[:-d] += band[d, :-d] * c[d:]
    return out


def dense(band):
    full = np.diag(band[0])
    for d in range(1, band.shape[0]):
        full = full + np.diag(band[d, :-d], d) + np.diag(band[d, :-d], -d)
    return full


def eigenpair(S, H, shift):
    """Eigenpair nearest to shift by banded inverse iteration."""
    k, n = H.shape
    A = H - shift * S
    full = np.zeros((2 * k - 1, n))
    full[k - 1] = A[0]
    for d in range(1, k):
        full[k - 1 - d, d:] = A[d, :n - d]
        full[k - 1 + d, :n - d] = A[d, :n - d]
    c = np.ones(n)
    for _ in range(20):
        c = solve_banded((k - 1, k - 1), full, band_times(S, c))
        c /= math.sqrt(c @ band_times(S, c))
    c *= np.sign(c[0])
    return c @ band_times(H, c), c


def solve(order, h, R, points, shift):
    S, T, C = assemble(order, h, R, points)
    return eigenpair(S, T - C, shift)


def orbital(order, h, R, c, points):
    r, w = radial_grid(h, R, points)
    B, dB = local_splines(order, h, R, r)
    padded = np.concatenate([[0.0], c, [0.0]])
    local = np.array([padded[s:s + r.shape[0]] for s in range(order)])
    u = np.einsum('sc,scp->cp', local, B)
    du = np.einsum('sc,scp->cp', local, dB)
    return r, w, u, du


def error_parts(order, h, R, c, state):
    """Cancellation-free parts of the eigenvalue error: basis, quadrature."""
    P, dP, energy = state
    r, w, u, du = orbital(order, h, R, c, order + 6)
    e, de = u - P(r), du - dP(r)
    basis = ((0.5 * de**2 - (1 / r + energy) * e**2) @ w).sum()
    nodes, _, u_nodes, _ = orbital(order, h, R, c, order)
    gaps = nodes[0][:, None] - nodes[0][None, :]
    np.fill_diagonal(gaps, 1.0)
    ratio = (u_nodes / (nodes * gaps.prod(axis=1))).sum(axis=1)
    omega = (r[:, :, None] - nodes[:, None, :]).prod(axis=2)
    lost = ratio**2 * ((omega**2 / r) @ w)
    return basis, lost[1:].sum()  # the first interval is integrated exactly


x = sp.symbols('r', positive=True)
formula = {'1s': 2 * x * sp.exp(-x),
           '2s': x * (1 - x / 2) * sp.exp(-x / 2) / sp.sqrt(2)}
level = {'1s': -0.5, '2s': -0.125}
states = {name: (sp.lambdify(x, f, 'numpy'),
                 sp.lambdify(x, sp.diff(f, x), 'numpy'), level[name])
          for name, f in formula.items()}


def roughness(name, order):
    square = sp.expand(sp.diff(formula[name], x, order)**2)
    return sp.integrate(square, (x, 0, sp.oo))


def bernoulli_constant(order):
    m = order - 1
    return float(abs(sp.bernoulli(2 * m)) / sp.factorial(2 * m))


# The spline recursion against an independent library evaluation.
rng = np.random.default_rng(1)
for k in range(2, 7):
    c = rng.normal(size=20 + k - 3)
    r, w, u, du = orbital(k, 0.5, 10.0, c, 5)
    reference = BSpline(knot_vector(k, 0.5, 10.0),
                        np.concatenate([[0], c, [0]]), k - 1)
    assert np.allclose(u, reference(r), atol=1e-12)
    assert np.allclose(du, reference.derivative()(r), atol=1e-11)

# Hand-integrated elements of the first retained hat function.
S, T, C = assemble(2, 0.5, 10.0, 16)
C_gauss = assemble(2, 0.5, 10.0, 2)[2]
assert abs(S[0, 0] - 2 * 0.5 / 3) < 1e-13
assert abs(T[0, 0] - 1 / 0.5) < 1e-13
assert abs(C[0, 0] - (4 * math.log(2) - 2)) < 1e-12
print('Hat function at r=h, k=2, h=0.5 bohr:')
print(f'  S11 = {S[0, 0]:.6f}, T11 = {T[0, 0]:.6f} (a.u.)')
print(f'  1/r element, converged = {C[0, 0]:.6f} (a.u.)')
print(f'  1/r element, 2 Gauss points = {C_gauss[0, 0]:.6f} (a.u.)')

# Gauss quadrature can only weaken the attraction: semidefinite difference.
for k in (2, 3, 4):
    exact, gauss = assemble(k, 0.5, 10.0, 20), assemble(k, 0.5, 10.0, k)
    assert np.allclose(exact[:2], gauss[:2], atol=1e-12)
    spectrum = np.linalg.eigvalsh(dense(exact[2] - gauss[2]))
    assert spectrum[0] > -1e-13 and spectrum[-1] > 1e-8

# Worked example, with dense diagonalization as a check of the band solver.
k, h, R = 4, 0.5, 30.0
S, T, C = assemble(k, h, R, k)
E_gauss, c = eigenpair(S, T - C, -0.51)
E_dense = eigh(dense(T - C), dense(S), eigvals_only=True)[0]
E_exact, c_exact = solve(k, h, R, 20, -0.51)
basis, quadrature = error_parts(k, h, R, c, states['1s'])
assert abs(E_gauss - E_dense) < 1e-11
assert abs(E_gauss + 0.5 - basis - quadrature) < 1e-12
basis_exact = error_parts(k, h, R, c_exact, states['1s'])[0]
assert abs(E_exact + 0.5 - basis_exact) < 1e-12
assert E_gauss > E_exact > -0.5
hartree_eV = physical_constants['Hartree energy in eV'][0]
print(f'Example 1s: k={k}, h={h} bohr, R={R} bohr')
print(f'  intervals = {round(R / h)}, matrix size = {len(c)}')
print(f'  half-bandwidth = {k - 1}, Gauss points per interval = {k}')
print(f'  E, Gauss integrals     = {E_gauss:.12f} hartree')
print(f'  E, converged integrals = {E_exact:.12f} hartree')
print(f'  basis part of error      = {basis:.4e} hartree')
print(f'  quadrature part of error = {quadrature:.4e} hartree')
print(f'  total error = {basis + quadrature:.4e} hartree')
print(f'  total error = {(basis + quadrature) * hartree_eV:.4e} eV')


def convergence(name, order, spacings, R):
    errors, losses = [], []
    for h in spacings:
        E, c = solve(order, h, R, order, 1.02 * level[name])
        basis, lost = error_parts(order, h, R, c, states[name])
        assert abs(E - level[name] - basis - lost) < 3e-11  # rounding of E
        errors.append(basis + lost)
        losses.append(lost)
    errors, losses = np.array(errors), np.array(losses)
    slopes = np.log2(errors[:-1] / errors[1:])
    loss_slope = math.log2(losses[-2] / losses[-1])
    integral = float(roughness(name, order))
    constant = 0.5 * bernoulli_constant(order) * integral
    ratios = errors / (constant * np.array(spacings)**(2 * order - 2))
    m = order - 1
    floor = (math.factorial(m)**2 / (math.factorial(2 * m)**2 * (2 * m + 1))
             / bernoulli_constant(order))
    assert abs(slopes[-1] - (2 * order - 2)) < 0.3
    assert abs(2 * ratios[-1] - ratios[-2] - 1) < 0.05
    assert ratios[-1] > 0.97 * floor
    assert loss_slope > 2 * order - 1 and losses[-1] < 0.05 * errors[-1]
    print(f'{name}, k={order}: expected exponent {2 * order - 2}')
    print('  errors (hartree):', ' '.join(f'{v:.3e}' for v in errors))
    print('  exponents:', ' '.join(f'{v:.3f}' for v in slopes))
    print('  error/estimate:', ' '.join(f'{v:.4f}' for v in ratios))
    print(f'  integral = {integral:.4f}, constant = {constant:.4e} (a.u.)')
    print(f'  lower/upper constant = {floor:.4f}')
    print(f'  quadrature-part exponent = {loss_slope:.3f}')


print('1s table: R=30 bohr; h = 1/4, 1/8, 1/16, 1/32 bohr')
for k in range(2, 6):
    assert sp.simplify(roughness('1s', k) - (2 * k**2 - 2 * k + 1)) == 0
    convergence('1s', k, [1 / 4, 1 / 8, 1 / 16, 1 / 32], 30.0)
print('2s table: R=60 bohr; h = 1/2, 1/4, 1/8, 1/16 bohr')
convergence('2s', 4, [1 / 2, 1 / 4, 1 / 8, 1 / 16], 60.0)

# The wall shift does not vanish with h; compare it with P(R)^2 for 1s.
for R in (10.0, 14.0):
    shift = solve(6, 0.25, R, 20, -0.51)[0] + 0.5
    estimate = states['1s'][0](R)**2
    assert abs(shift / estimate - 1) < 1.5 / R
    print(f'Box R={R:.0f} bohr: shift {shift:.4e}, '
          f'estimate {estimate:.4e} hartree')

print('tests ok')
```

It prints:

```
Hat function at r=h, k=2, h=0.5 bohr:
  S11 = 0.333333, T11 = 2.000000 (a.u.)
  1/r element, converged = 0.772589 (a.u.)
  1/r element, 2 Gauss points = 0.769231 (a.u.)
Example 1s: k=4, h=0.5 bohr, R=30.0 bohr
  intervals = 60, matrix size = 61
  half-bandwidth = 3, Gauss points per interval = 4
  E, Gauss integrals     = -0.499995858773 hartree
  E, converged integrals = -0.499995860602 hartree
  basis part of error      = 4.1394e-06 hartree
  quadrature part of error = 1.8291e-09 hartree
  total error = 4.1412e-06 hartree
  total error = 1.1269e-04 eV
1s table: R=30 bohr; h = 1/4, 1/8, 1/16, 1/32 bohr
1s, k=2: expected exponent 2
  errors (hartree): 1.159e-02 3.136e-03 8.048e-04 2.028e-04
  exponents: 1.886 1.962 1.989
  error/estimate: 0.8899 0.9633 0.9889 0.9968
  integral = 5.0000, constant = 2.0833e-01 (a.u.)
  lower/upper constant = 1.0000
  quadrature-part exponent = 3.484
1s, k=3: expected exponent 4
  errors (hartree): 3.479e-05 2.196e-06 1.376e-07 8.607e-09
  exponents: 3.986 3.996 3.999
  error/estimate: 0.9867 0.9963 0.9989 0.9997
  integral = 13.0000, constant = 9.0278e-03 (a.u.)
  lower/upper constant = 1.0000
  quadrature-part exponent = 5.522
1s, k=4: expected exponent 6
  errors (hartree): 7.906e-08 1.391e-09 2.314e-11 3.731e-13
  exponents: 5.828 5.910 5.955
  error/estimate: 0.7834 0.8824 0.9391 0.9691
  integral = 25.0000, constant = 4.1336e-04 (a.u.)
  lower/upper constant = 0.3000
  quadrature-part exponent = 7.494
1s, k=5: expected exponent 8
  errors (hartree): 1.898e-10 8.761e-13 3.688e-15 1.492e-17
  exponents: 7.759 7.892 7.950
  error/estimate: 0.7338 0.8673 0.9346 0.9677
  integral = 41.0000, constant = 1.6948e-05 (a.u.)
  lower/upper constant = 0.0476
  quadrature-part exponent = 9.461
2s table: R=60 bohr; h = 1/2, 1/4, 1/8, 1/16 bohr
2s, k=4: expected exponent 6
  errors (hartree): 2.301e-07 4.195e-09 7.109e-11 1.157e-12
  exponents: 5.777 5.883 5.941
  error/estimate: 0.7283 0.8499 0.9219 0.9604
  integral = 1.2227, constant = 2.0216e-05 (a.u.)
  lower/upper constant = 0.3000
  quadrature-part exponent = 7.445
Box R=10 bohr: shift 7.3672e-07, estimate 8.2446e-07 hartree
Box R=14 bohr: shift 5.0222e-10, estimate 5.4209e-10 hartree
tests ok
```
